# Dimmock model, L-point inversion and the mirror Chern number of SnTe: a program that tests the result

```python
"""
Result under test: the two doublets L6- and L6+ of a rocksalt IV-VI crystal obey
  H = E0(k) + [Delta/2 + Bt kt^2 + Bl kl^2] tau_z
      + hbar vt (kx sigma_x + ky sigma_y) tau_x + hbar vl kz sigma_z tau_x,
and a sign change of Delta = E(L6-) - E(L6+) changes the mirror Chern number
by -2 sgn(vt vl), from zero on the side Delta > 0.
Axes: z along [111], x along the mirror normal [1-10], y = z cross x.
tau_z = +1 on L6-, -1 on L6+; parity is taken about the cation.
The lattice model has cation s, cation p and anion p orbitals with spin.
Its wavevectors q = k a/2 are dimensionless; its energies are in eV.
The atomic part uses hartree units and a local exchange potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq

I2 = np.eye(2)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
PAULI = [I2.astype(complex), SX, SY, SZ]
rng = np.random.default_rng(4)

# ---------- symmetry: count all allowed terms, order by order ----------
angle = 2 * np.pi / 3
rot3 = np.array([[np.cos(angle), -np.sin(angle), 0],
                 [np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
spin3 = np.cos(angle / 2) * I2 - 1j * np.sin(angle / 2) * SZ
# each entry: matrix, action on k, antiunitary or not
GENERATORS = [(np.kron(spin3, I2), rot3, False),
              (np.kron(-1j * SX, I2), np.diag([1.0, -1.0, -1.0]), False),
              (np.kron(I2, -SZ), -np.eye(3), False),
              (np.kron(1j * SY, I2), -np.eye(3), True)]
k_samples = rng.normal(size=(8, 3))


def count_invariants(monomials):
    columns = []
    for f in monomials:
        for s in PAULI:
            for t in PAULI:
                x = np.kron(s, t)
                res = []
                for d, r, anti in GENERATORS:
                    y = d @ (x.conj() if anti else x) @ d.conj().T
                    for k in k_samples:
                        res.append((f(k) * y - f(r @ k) * x).ravel())
                res = np.concatenate(res)
                columns.append(np.concatenate([res.real, res.imag]))
    a = np.array(columns).T
    return a.shape[1] - np.linalg.matrix_rank(a, tol=1e-8)


n_const = count_invariants([lambda k: 1.0])
n_lin = count_invariants([lambda k, i=i: k[i] for i in range(3)])
n_quad = count_invariants([lambda k, i=i, j=j: k[i] * k[j]
                           for i in range(3) for j in range(i, 3)])
assert (n_const, n_lin, n_quad) == (2, 2, 4)


def dimmock_matrix(k, delta, vt, vl, bt, bl):
    k = np.asarray(k, float)
    kt2 = k[..., 0]**2 + k[..., 1]**2
    mass = delta / 2 + bt * kt2 + bl * k[..., 2]**2
    terms = [(mass, np.kron(I2, SZ)), (vt * k[..., 0], np.kron(SX, SX)),
             (vt * k[..., 1], np.kron(SY, SX)),
             (vl * k[..., 2], np.kron(SZ, SX))]
    return sum(c[..., None, None] * m for c, m in terms)


model_values = (0.3, 0.7, 0.5, 0.4, 0.9)
for d, r, anti in GENERATORS:
    for k in k_samples:
        h = dimmock_matrix(k, *model_values)
        h = h.conj() if anti else h
        assert np.allclose(d @ h @ d.conj().T,
                           dimmock_matrix(r @ k, *model_values))


# ---------- Berry flux and Chern number of one continuum valley ----------
def berry_flux(vec):
    """Flux / 2 pi of occupied states vec[i, j, component, band]."""
    def link(a, b):
        return np.linalg.det(np.swapaxes(a.conj(), -1, -2) @ b)
    a, b = vec[:-1, :-1], vec[1:, :-1]
    c, d = vec[1:, 1:], vec[:-1, 1:]
    loop = link(a, b) * link(b, c) * link(c, d) * link(d, a)
    return -np.angle(loop).sum() / (2 * np.pi)


def mirror_sector(mirror, sign):
    """Basis of the eigenspace mirror = sign * i."""
    projector = (np.eye(len(mirror)) - 1j * sign * mirror) / 2
    w, u = np.linalg.eigh(projector)
    return u[:, w > 0.5]


theta, phi = np.meshgrid(np.linspace(1e-3, np.pi - 1e-3, 161),
                         np.linspace(0, 2 * np.pi, 49), indexing="ij")
rho = np.tan(theta / 2)
k_polar = np.stack([0 * rho, rho * np.cos(phi), rho * np.sin(phi)], axis=-1)
basis4 = mirror_sector(1j * np.kron(SX, SZ), +1)
valley_flux = {}
for delta in (0.2, -0.2):
    for b in (-0.5, 0.0, 0.5):
        for vl in (0.6, -0.6):
            h = dimmock_matrix(k_polar, delta, 0.7, vl, b, b)
            h = basis4.conj().T @ h @ basis4
            flux = berry_flux(np.linalg.eigh(h)[1][..., :1])
            predicted = 0.5 * np.sign(vl) * (np.sign(delta) - np.sign(b))
            assert abs(flux - predicted) < 2e-3
            valley_flux[delta, b, vl] = flux

# ---------- lattice model with round parameters ----------
EPS_C, EPS_A = 2.1, 0.0          # cation p and anion p levels, eV
T_PP, T_SP = 1.0, 1.0            # nearest-neighbour hoppings, eV
LAM_C, LAM_A = 0.6, 0.4          # coefficients of L.S, eV
EPS_S0, EPS_S1 = -8.0, -6.0      # cation s level at x = 0 and x = 1, eV
LATTICE = 0.60e-9                # cubic lattice constant, m
EVEN = np.array([0, 1] + list(range(8, 14)))
ODD = np.arange(2, 8)

levi = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, l], levi[i, l, j] = 1, -1
l_dot_s = sum(np.kron(-1j * levi[i], PAULI[i + 1] / 2) for i in range(3))
SPIN_ORBIT = np.zeros((14, 14), complex)
SPIN_ORBIT[2:8, 2:8] = LAM_C * l_dot_s
SPIN_ORBIT[8:, 8:] = LAM_A * l_dot_s


def lattice_h(q, eps_s):
    q = np.asarray(q, float)
    h = np.zeros(q.shape[:-1] + (7, 7), complex)
    h[..., 0, 0] = eps_s
    for i in range(3):
        h[..., 1 + i, 1 + i] = EPS_C
        h[..., 4 + i, 4 + i] = EPS_A
        h[..., 1 + i, 4 + i] = 2 * T_PP * np.cos(q[..., i])
        h[..., 4 + i, 1 + i] = 2 * T_PP * np.cos(q[..., i])
        h[..., 0, 4 + i] = 2j * T_SP * np.sin(q[..., i])
        h[..., 4 + i, 0] = -2j * T_SP * np.sin(q[..., i])
    full = np.einsum("...ij,ab->...iajb", h, I2)
    return full.reshape(q.shape[:-1] + (14, 14)) + SPIN_ORBIT


def orbital_operator(r, spin):
    m = np.zeros((7, 7))
    m[0, 0] = 1
    m[1:4, 1:4] = r
    m[4:, 4:] = r
    return np.kron(m, spin)


XHAT = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
MIRROR = orbital_operator(np.eye(3) - 2 * np.outer(XHAT, XHAT),
                          -1j * (SX - SY) / np.sqrt(2))
cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)
C3_LATTICE = orbital_operator(
    cycle, 0.5 * I2 - 1j * np.sin(np.pi / 3) * (SX + SY + SZ) / np.sqrt(3))


def l_point(eps_s, z_sign=1):
    """Project the lattice model at an L point onto L6- and L6+."""
    q0 = np.pi / 2 * np.array([1.0, 1.0, z_sign])
    zhat = q0 / np.linalg.norm(q0)
    yhat = np.cross(zhat, XHAT)
    h0 = lattice_h(q0, eps_s)
    we, ue = np.linalg.eigh(h0[np.ix_(EVEN, EVEN)])
    wo, uo = np.linalg.eigh(h0[np.ix_(ODD, ODD)])
    even = np.zeros((14, 8), complex)
    even[EVEN] = ue
    odd = np.zeros((14, 6), complex)
    odd[ODD] = uo
    plus, minus = even[:, -2:], odd[:, :2]
    remote = np.hstack([even[:, :-2], odd[:, 2:]])
    remote_e = np.concatenate([we[:-2], wo[2:]])
    step = 1e-3
    first, coeff, speed = [], [], []
    for axis in (XHAT, yhat, zhat):
        hp = lattice_h(q0 + step * axis, eps_s)
        hm = lattice_h(q0 - step * axis, eps_s)
        w1, w2 = (hp - hm) / (2 * step), (hp + hm - 2 * h0) / step**2
        first.append(w1)
        pair = []
        for u, e in ((minus, wo[0]), (plus, we[-1])):
            x = u.conj().T @ w1 @ remote
            a = u.conj().T @ w2 @ u / 2 + (x / (e - remote_e)) @ x.conj().T
            assert np.allclose(a, a[0, 0].real * I2, atol=1e-6)
            pair.append(a[0, 0].real)
        coeff.append(pair)
        v = minus.conj().T @ w1 @ plus
        speed.append(np.sqrt(np.trace(v @ v.conj().T).real / 2))
    vm = [minus.conj().T @ w @ plus for w in first]
    for i in range(3):
        for j in range(3):
            anti = vm[i] @ vm[j].conj().T + vm[j] @ vm[i].conj().T
            target = 2 * (i == j) * speed[i]**2 * I2
            assert np.allclose(anti, target, atol=1e-6)
    assert abs(speed[0] - speed[1]) < 1e-6
    assert np.allclose(coeff[0], coeff[1], atol=1e-6)
    pm, pp = minus @ minus.conj().T, plus @ plus.conj().T
    p4 = pm + pp
    trace = np.trace(p4 @ first[1] @ p4 @ first[2] @ p4 @ MIRROR @ (pm - pp))
    vtvl = -trace.real / 4
    assert abs(abs(vtvl) - speed[1] * speed[2]) < 1e-6
    return dict(q0=q0, y=yhat, z=zhat, em=wo[0], ep=we[-1],
                delta=wo[0] - we[-1], vt=speed[1], vl=speed[2],
                amt=coeff[1][0], apt=coeff[1][1], aml=coeff[2][0],
                apl=coeff[2][1], chirality=int(np.sign(vtvl)),
                s_weight=np.sum(abs(plus[:2, 0])**2), plus=plus, minus=minus)


def eps_s_of(x):
    return EPS_S0 + (EPS_S1 - EPS_S0) * x


end0, end1 = l_point(EPS_S0), l_point(EPS_S1)
for p in (end0, end1):
    for u in (p["plus"], p["minus"]):
        assert abs(np.trace(u.conj().T @ C3_LATTICE @ u) - 1) < 1e-8
    assert p["amt"] > p["apt"] and p["aml"] > p["apl"]
assert end0["delta"] > 0 > end1["delta"]
x_crit = brentq(lambda x: l_point(eps_s_of(x))["delta"], 0, 1)
x_linear = end0["delta"] / (end0["delta"] - end1["delta"])
shift = 1e-3
up, down = l_point(EPS_S0 + shift), l_point(EPS_S0 - shift)
slope = (up["ep"] - down["ep"]) / (2 * shift)
assert abs(slope - end0["s_weight"]) < 1e-6
assert abs(up["em"] - down["em"]) < 1e-10


def dimmock_energies(p, q):
    kt2, kl2 = (q @ XHAT)**2 + (q @ p["y"])**2, (q @ p["z"])**2
    em = p["em"] + p["amt"] * kt2 + p["aml"] * kl2
    ep = p["ep"] + p["apt"] * kt2 + p["apl"] * kl2
    root = np.sqrt((em - ep)**2 / 4 + p["vt"]**2 * kt2 + p["vl"]**2 * kl2)
    return np.array([(em + ep) / 2 - root, (em + ep) / 2 + root])


def lattice_edges(p, q, eps_s):
    return np.linalg.eigvalsh(lattice_h(p["q0"] + q, eps_s))[[7, 8]]


direction = 0.5 * XHAT + 0.6 * end0["y"] + np.sqrt(0.39) * end0["z"]
errors = [np.linalg.norm(dimmock_energies(end0, s * direction)
                         - lattice_edges(end0, s * direction, EPS_S0))
          for s in (0.02, 0.04)]
error_ratio = errors[1] / errors[0]
assert 10 < error_ratio < 22     # fourth-order error doubles to about 16

# ---------- normal side: the gap is smallest at L, at any p-p hopping ----------
q_random = rng.uniform(-np.pi, np.pi, size=(3000, 3))
h_random = lattice_h(q_random, EPS_S0)
even_top = np.linalg.eigvalsh(h_random[:, EVEN][:, :, EVEN])[:, -1].max()
assert even_top <= end0["ep"] + 1e-10
for scale in (1.0, 0.5, 0.0):
    h = h_random.copy()
    h[:, 2:8, 8:] *= scale
    h[:, 8:, 2:8] *= scale
    w = np.linalg.eigvalsh(h)
    assert (w[:, 8] - w[:, 7]).min() >= end0["delta"] - 1e-10


# ---------- mirror Chern number over the whole mirror plane ----------
def lattice_chern(eps_s, sign, n=80):
    f = np.linspace(0, 1, n + 1)
    a, b = np.meshgrid(f, f, indexing="ij")
    q = np.stack([np.pi * a, np.pi * a, np.pi * a + 2 * np.pi * b], axis=-1)
    h = lattice_h(q, eps_s)
    phase = np.ones(q.shape[:-1] + (14,), complex)
    phase[..., 8:] = np.exp(1j * q[..., 2])[..., None]
    h = phase.conj()[..., :, None] * h * phase[..., None, :]
    assert np.allclose(MIRROR @ h, h @ MIRROR)
    basis = mirror_sector(MIRROR, sign)
    w, u = np.linalg.eigh(basis.conj().T @ h @ basis)
    return berry_flux(u[..., :4]), (w[..., 4] - w[..., 3]).min()


chern, plane_gap = {}, {}
for name, eps in (("x=0", EPS_S0), ("x=1", EPS_S1)):
    for sign in (1, -1):
        value, plane_gap[name] = lattice_chern(eps, sign)
        assert abs(value - round(value)) < 1e-6
        chern[name, sign] = int(round(value))
    assert plane_gap[name] > 0.01
    assert chern[name, 1] == -chern[name, -1]
n_m0 = (chern["x=0", 1] - chern["x=0", -1]) // 2
n_m1 = (chern["x=1", 1] - chern["x=1", -1]) // 2
second_l = l_point(EPS_S1, -1)
assert second_l["chirality"] == end1["chirality"]
predicted_jump = -(end1["chirality"] + second_l["chirality"])
assert n_m0 == 0 and n_m1 - n_m0 == predicted_jump and abs(n_m1) == 2

# ---------- Sn and Pb atoms: relativistic depth of the valence s level ----------
C_LIGHT = 1 / const.fine_structure
log_r = np.linspace(np.log(1e-7), np.log(50.0), 1800)
r_grid, log_step = np.exp(log_r), log_r[1] - log_r[0]
weight = r_grid * log_step
BASIS_SIZE = (28, 24, 19, 15)


def radial_basis(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    a = 0.02 * 2.3**np.arange(BASIS_SIZE[l])[:, None]
    gauss = np.exp(-a * r_grid**2)
    large = r_grid**(l + 1) * gauss
    small = ((l + 1 + kappa) * r_grid**l - 2 * a * r_grid**(l + 2)) * gauss
    norm = np.sqrt((large**2 * weight).sum(axis=1))[:, None]
    large, small = large / norm, small / norm
    return (large, small, (large * weight) @ large.T,
            (small * weight) @ small.T / 2)


RADIAL = {kappa: radial_basis(kappa) for kappa in (-1, 1, -2, 2, -3, 3, -4)}


def radial_states(kappa, potential, relativistic, count):
    large, small, s, t = RADIAL[kappa]
    n = len(s)
    v = (large * (weight * potential)) @ large.T
    if not relativistic:
        e, u = eigh(t + v, s)
        return e[:count], (u[:, :count].T @ large)**2
    w = (small * (weight * potential)) @ small.T
    zero = np.zeros_like(s)
    h = np.block([[v, t], [t, w / (4 * C_LIGHT**2) - t]])
    o = np.block([[s, zero], [zero, t / (2 * C_LIGHT**2)]])
    e, u = eigh(h, o)
    u = u[:, n:n + count]
    density = (u[:n].T @ large)**2
    density += (u[n:].T @ small / (2 * C_LIGHT))**2
    return e[n:n + count], density


z_test = 82
dirac_1s = C_LIGHT**2 * (np.sqrt(1 - (z_test / C_LIGHT)**2) - 1)
basis_1s = radial_states(-1, -z_test / r_grid, True, 1)[0][0]
assert abs(basis_1s / dirac_1s - 1) < 1e-3   # finite Gaussian basis at a point


def atom_levels(z, shells, relativistic):
    """Valence s and p1/2 levels in eV; the open p2 shell is averaged."""
    v = -(1 + (z - 1) / (1 + 0.6 * z**(1 / 3) * r_grid)**2) / r_grid
    for _ in range(250):
        radial_density = np.zeros_like(r_grid)
        levels = {}
        for l, count in enumerate(shells):
            for kappa in ([-1] if l == 0 else [l, -l - 1]):
                e, dens = radial_states(kappa, v, relativistic, count)
                occ = np.full(count, 2.0 * abs(kappa))
                if l == 1:
                    occ[-1] /= 3
                radial_density += occ @ dens
                levels[kappa] = e[-1]
        inner = cumulative_trapezoid(radial_density * r_grid, dx=log_step,
                                     initial=0)
        outer = cumulative_trapezoid(radial_density, dx=log_step, initial=0)
        hartree = inner / r_grid + outer[-1] - outer
        rho3d = radial_density / (4 * np.pi * r_grid**2)
        new = -z / r_grid + hartree - np.cbrt(3 * rho3d / np.pi)
        change = np.max(abs(r_grid * (new - v)))
        if change < 1e-5:
            break
        v = v + 0.3 * (new - v)
    assert change < 1e-5 and abs(inner[-1] - z) < 1e-3
    to_ev = const.physical_constants["Hartree energy in eV"][0]
    return levels[-1] * to_ev, levels[1] * to_ev


sn_rel = atom_levels(50, (5, 4, 2), True)
sn_nr = atom_levels(50, (5, 4, 2), False)
pb_rel = atom_levels(82, (6, 5, 3, 1), True)
pb_nr = atom_levels(82, (6, 5, 3, 1), False)
assert pb_rel[0] < sn_rel[0]
assert pb_rel[0] - pb_nr[0] < sn_rel[0] - sn_nr[0] < 0

# ---------- worked example ----------
half = LATTICE / 2
half_nm = half * 1e9
to_speed = const.e * half / const.hbar


def edge_mass(a, v):
    curvature = (a + v**2 / end0["delta"]) * const.e * half**2
    return const.hbar**2 / (2 * curvature) / const.m_e


k_example = 0.10                                     # 1/nm, along y
q_example = k_example * half_nm * end0["y"]
e_dimmock = dimmock_energies(end0, q_example)
e_lattice = lattice_edges(end0, q_example, EPS_S0)
assert np.max(abs(e_dimmock - e_lattice)) < 1e-4

print(f"allowed terms, order 0, 1, 2: {n_const}, {n_lin}, {n_quad}")
print(f"valley Chern, Delta>0, B>0, vt vl>0: {valley_flux[0.2, 0.5, 0.6]:.3f}")
print(f"valley Chern, Delta<0, B>0, vt vl>0: {valley_flux[-0.2, 0.5, 0.6]:.3f}")
print(f"valley flux/2pi, Delta>0, B=0: {valley_flux[0.2, 0.0, 0.6]:.3f}")
print(f"valley flux/2pi, Delta<0, B=0: {valley_flux[-0.2, 0.0, 0.6]:.3f}")
for label, rel, nr in (("Sn 5s, 5p1/2", sn_rel, sn_nr),
                       ("Pb 6s, 6p1/2", pb_rel, pb_nr)):
    print(f"{label} Dirac: {rel[0]:.2f}, {rel[1]:.2f} eV")
    print(f"{label} nonrelativistic: {nr[0]:.2f}, {nr[1]:.2f} eV")
    print(f"{label[:5]} relativistic shift: {rel[0] - nr[0]:.2f} eV")
print(f"lattice constant: {LATTICE * 1e9:.2f} nm")
print(f"cation p, anion p levels: {EPS_C:.2f}, {EPS_A:.2f} eV")
print(f"hoppings pp, sp: {T_PP:.2f}, {T_SP:.2f} eV")
print(f"L.S coefficients cation, anion: {LAM_C:.2f}, {LAM_A:.2f} eV")
print(f"cation s level at x=0, x=1: {EPS_S0:.2f}, {EPS_S1:.2f} eV")
for label, p in (("x=0", end0), ("x=1", end1)):
    print(f"{label} E(L6-), E(L6+): {p['em']:.4f}, {p['ep']:.4f} eV")
    print(f"{label} Delta: {p['delta']:.4f} eV")
    print(f"{label} cation s weight in L6+: {p['s_weight']:.4f}")
    print(f"{label} vt, vl: {p['vt'] * to_speed:.4e}, "
          f"{p['vl'] * to_speed:.4e} m/s")
    print(f"{label} remote A-, transverse, longitudinal: "
          f"{p['amt'] * half_nm**2:.5f}, {p['aml'] * half_nm**2:.5f} eV nm^2")
    print(f"{label} remote A+, transverse, longitudinal: "
          f"{p['apt'] * half_nm**2:.5f}, {p['apl'] * half_nm**2:.5f} eV nm^2")
    print(f"{label} sign of vt vl: {p['chirality']:+d}")
print(f"dE(L6+)/d(eps_s) at x=0, finite difference: {slope:.4f}")
print(f"critical composition, full: {x_crit:.4f}")
print(f"critical composition, linear Delta(x): {x_linear:.4f}")
print(f"x=0 L6- edge mass, transverse: "
      f"{edge_mass(end0['amt'], end0['vt']):.4f} m_e")
print(f"x=0 L6- edge mass, longitudinal: "
      f"{edge_mass(end0['aml'], end0['vl']):.4f} m_e")
print(f"example wavevector along y: {k_example:.2f} 1/nm")
print(f"x=0 Dimmock energies: {e_dimmock[0]:.6f}, {e_dimmock[1]:.6f} eV")
print(f"x=0 lattice energies: {e_lattice[0]:.6f}, {e_lattice[1]:.6f} eV")
print(f"error ratio when k doubles: {error_ratio:.2f}")
for label, number in (("x=0", n_m0), ("x=1", n_m1)):
    print(f"{label} Chern numbers, mirror +i, -i: "
          f"{chern[label, 1]}, {chern[label, -1]}")
    print(f"{label} mirror Chern number: {number}")
    print(f"{label} least sampled gap in plane: {plane_gap[label]:.4f} eV")
print(f"predicted change from two L points: {predicted_jump}")
print("all assertions hold")
```

It prints:

```
allowed terms, order 0, 1, 2: 2, 2, 4
valley Chern, Delta>0, B>0, vt vl>0: -0.000
valley Chern, Delta<0, B>0, vt vl>0: -1.000
valley flux/2pi, Delta>0, B=0: 0.500
valley flux/2pi, Delta<0, B=0: -0.500
Sn 5s, 5p1/2 Dirac: -9.74, -3.24 eV
Sn 5s, 5p1/2 nonrelativistic: -9.00, -3.00 eV
Sn 5s relativistic shift: -0.74 eV
Pb 6s, 6p1/2 Dirac: -11.18, -3.85 eV
Pb 6s, 6p1/2 nonrelativistic: -8.67, -2.94 eV
Pb 6s relativistic shift: -2.51 eV
lattice constant: 0.60 nm
cation p, anion p levels: 2.10, 0.00 eV
hoppings pp, sp: 1.00, 1.00 eV
L.S coefficients cation, anion: 0.60, 0.40 eV
cation s level at x=0, x=1: -8.00, -6.00 eV
x=0 E(L6-), E(L6+): 1.5000, 1.3372 eV
x=0 Delta: 0.1628 eV
x=0 cation s weight in L6+: 0.1175
x=0 vt, vl: 3.1726e+05, 2.0768e+05 m/s
x=0 remote A-, transverse, longitudinal: 0.05330, 0.05551 eV nm^2
x=0 remote A+, transverse, longitudinal: -0.09153, -0.11497 eV nm^2
x=0 sign of vt vl: +1
x=1 E(L6-), E(L6+): 1.5000, 1.6190 eV
x=1 Delta: -0.1190 eV
x=1 cation s weight in L6+: 0.1679
x=1 vt, vl: 3.0399e+05, 2.1365e+05 m/s
x=1 remote A-, transverse, longitudinal: 0.05461, 0.05420 eV nm^2
x=1 remote A+, transverse, longitudinal: -0.11497, -0.14091 eV nm^2
x=1 sign of vt vl: +1
dE(L6+)/d(eps_s) at x=0, finite difference: 0.1175
critical composition, full: 0.6204
critical composition, linear Delta(x): 0.5777
x=0 L6- edge mass, transverse: 0.1186 m_e
x=0 L6- edge mass, longitudinal: 0.2237 m_e
example wavevector along y: 0.10 1/nm
x=0 Dimmock energies: 1.333692, 1.503147 eV
x=0 lattice energies: 1.333696, 1.503143 eV
error ratio when k doubles: 15.30
x=0 Chern numbers, mirror +i, -i: 0, 0
x=0 mirror Chern number: 0
x=0 least sampled gap in plane: 0.1628 eV
x=1 Chern numbers, mirror +i, -i: -2, 2
x=1 mirror Chern number: -2
x=1 least sampled gap in plane: 0.1190 eV
predicted change from two L points: -2
all assertions hold
```
